# Image energy of a charge between two grounded plates

A carrier crossing a thin film between two metallic contacts is attracted by the charge it induces on both. This problem finds that attraction in closed form, compares it with the law for a single plate, and applies it to a silicon film between silicide contacts.

Two perfectly conducting plates fill the planes \(z=0\) and \(z=d\) and are grounded. Between them is a uniform linear dielectric of permittivity \(\varepsilon\). A point charge \(q\) sits on the \(z\) axis at \(z=a\), with \(0<a<d\), and \(x=a/d\). The distance from the axis is \(\rho\). SI units are used, and the zero of energy is the same charge in the unbounded dielectric.

## (a) Where are the images, and how must they be summed?

**Solution.** A grounded plane is imitated by a mirror charge of opposite sign. Reflection in the first plate sends \(z\) to \(-z\), and reflection in the second sends \(z\) to \(2d-z\). Each image must itself be reflected in the other plate. Two successive reflections restore the sign and shift the position by \(\pm2d\), so the full set is

\[
+q \ \text{at}\ 2nd+a,\qquad -q\ \text{at}\ 2nd-a,\qquad n=0,\pm1,\pm2,\dots
\]

The positive member with \(n=0\) is the real charge; all others lie outside the gap. With \(R(u)=\sqrt{\rho^2+u^2}\), the proposed potential is

\[
\phi(\rho,z)=\frac{q}{4\pi\varepsilon}\lim_{N\to\infty}\sum_{n=-N}^{N}\left[\frac1{R(z-2nd-a)}-\frac1{R(z-2nd+a)}\right].
\]

The positive and negative terms summed separately diverge like \(\sum1/n\). Paired as here they converge: the slope of \(1/R(u)\) is at most \(1/u^2\) in magnitude, and the two arguments differ by \(2a\), so each bracket is of order \(1/n^2\), uniformly in \(\rho\).

On \(z=0\), the positive image \(n\) and the negative image \(-n\) are equally distant, and every finite sum vanishes. On \(z=d\), the positive image \(n\) is matched by the negative image \(1-n\). In the finite sum this leaves two unmatched terms, both at a distance of about \(2Nd\), and each tends to zero. Both plates are therefore grounded.

The solution is unique among potentials that stay bounded far along the plates. The difference of two such solutions has no charge in the gap and vanishes on both plates. Continued by odd reflection through the plates, it becomes a bounded harmonic function in all space, which must be constant, and the constant is zero.

The grouping matters. If the negative images are carried to \(|n|=2N\) but the positive ones only to \(N\), the extra terms add

\[
-\frac{q}{4\pi\varepsilon}\,2\sum_{n=N+1}^{2N}\frac1{2nd}\;\longrightarrow\;-\frac{q\ln2}{4\pi\varepsilon d}
\]

at every fixed point, the plates included. That sum describes two plates held at this potential, not grounded ones.

## (b) What potential do the images produce at the charge?

**Solution.** Omit the real charge. The positive images lie at distances \(2nd\) on both sides, \(n\ge1\). The negative ones lie at \(2a\), at \(2nd-2a\) and at \(2nd+2a\). Hence

\[
\phi_{\rm im}=\frac{q}{4\pi\varepsilon}\left\{-\frac1{2a}+\sum_{n=1}^{\infty}\left[\frac{2}{2nd}-\frac1{2nd-2a}-\frac1{2nd+2a}\right]\right\}.
\]

Taking out \(1/(2d)\) gives

\[
\phi_{\rm im}=\frac{q}{8\pi\varepsilon d}\,S(x),\qquad
S(x)=-\frac1x+\sum_{n=1}^{\infty}\left[\frac2n-\frac1{n-x}-\frac1{n+x}\right].
\]

The digamma function is \(\psi=\Gamma'/\Gamma\). The product \(1/\Gamma(1+x)=e^{\gamma x}\prod_{n\ge1}(1+x/n)e^{-x/n}\), with \(\gamma\) Euler's constant, has the logarithmic derivative

\[
-\psi(1+x)=\gamma+\sum_{n=1}^{\infty}\left[\frac1{n+x}-\frac1n\right].
\]

Therefore

\[
\sum_{n=1}^{\infty}\left[\frac1n-\frac1{n+x}\right]=\gamma+\psi(1+x),\qquad
\sum_{n=1}^{\infty}\left[\frac1n-\frac1{n-x}\right]=\gamma+\psi(1-x),
\]

the second following from the first by \(x\to-x\). From \(\Gamma(1+x)=x\Gamma(x)\) comes \(\psi(1+x)=\psi(x)+1/x\), and this \(1/x\) cancels the \(-1/x\) in \(S\):

\[
\boxed{S(x)=2\gamma+\psi(x)+\psi(1-x)}
\]

A second route uses no images. For wavenumber \(k\) along the plates, the free charge contributes \(e^{-k|z-a|}\) to the potential. The function with the same kink at \(z=a\) that vanishes on both plates is \(2\sinh(kz_<)\sinh(k(d-z_>))/\sinh(kd)\), where \(z_<\) and \(z_>\) are the smaller and larger of \(z\) and \(a\). Subtracting the free part at the charge and measuring \(k\) in units of \(1/d\),

\[
\frac{S(x)}2=\int_0^\infty\left[\frac{2\sinh(kx)\sinh(k(1-x))}{\sinh k}-1\right]dk .
\]

At \(x=0.1,\,0.27,\,0.5,\,0.83\), numerical integration agrees with the digamma form to \(4\times10^{-13}\), and the image sum with \(n\) up to 200 000 agrees to \(9\times10^{-12}\). Both are absolute differences in \(S/2\).

## (c) What is the interaction energy? Confirm it from the force.

**Solution.** The image potential is proportional to the charge that causes it. Build the charge up at fixed position: when it has reached \(q'\), the image potential is \(\phi_{\rm im}q'/q\), and the work beyond that needed in the unbounded dielectric is

\[
W=\int_0^q\phi_{\rm im}\frac{q'}{q}\,dq'=\frac12q\phi_{\rm im},
\qquad
\boxed{W(a)=\frac{q^2}{16\pi\varepsilon d}\left[2\gamma+\psi(x)+\psi(1-x)\right]}
\]

For the force, the positive images cancel in pairs. Negative images at distances \(2nd-2a\) pull the charge towards the second plate, and those at \(2md+2a\), \(m\ge0\), pull it towards the first. Counting force positive towards the second plate,

\[
F=\frac{q^2}{4\pi\varepsilon}\left[\sum_{n=1}^\infty\frac1{(2nd-2a)^2}-\sum_{m=0}^\infty\frac1{(2md+2a)^2}\right].
\]

Differentiating the series for \(\psi\) gives the trigamma function \(\psi_1(x)=\psi'(x)=\sum_{m\ge0}(m+x)^{-2}\). The first sum is the same function at \(1-x\), so

\[
F=\frac{q^2}{16\pi\varepsilon d^2}\left[\psi_1(1-x)-\psi_1(x)\right]=-\frac{dW}{da}.
\]

The last equality follows because \(d/da=(1/d)\,d/dx\) and \(\psi(1-x)\) has derivative \(-\psi_1(1-x)\). Using \(q\phi_{\rm im}\) without the half would double the force. The images move with the charge, so \(\phi_{\rm im}\) is not a fixed external potential.

## (d) Recover the single-plate law. What happens at the midpoint?

**Solution.** Combine the terms of \(S\) over a common denominator and expand in \(x^2/n^2<1\):

\[
\frac2n-\frac{2n}{n^2-x^2}=-\frac{2x^2}{n(n^2-x^2)}=-2\sum_{k=1}^\infty\frac{x^{2k}}{n^{2k+1}} .
\]

Summing over \(n\) produces zeta functions, \(\zeta(s)=\sum_{n\ge1}n^{-s}\):

\[
S(x)=-\frac1x-2\sum_{k=1}^\infty\zeta(2k+1)x^{2k}.
\]

Since \(dx=a\), the energy near the first plate is

\[
W(a)=-\frac{q^2}{16\pi\varepsilon a}\left[1+2\zeta(3)\frac{a^3}{d^3}+O\!\left(\frac{a^5}{d^5}\right)\right].
\]

The leading term is the single-plate image energy. Because \(S(1-x)=S(x)\), the same law holds near the second plate with \(a\) replaced by \(d-a\). No constant is left over: as \(a\to0\), each distant positive image merges with its negative partner, and their potentials cancel. With \(2\zeta(3)=2.404\), the relative correction grows at first as the cube of \(a/d\), and it reaches 1% of the single-plate energy at \(a=0.160\,d\).

At the midpoint, write \(H_N=\sum_{n=1}^N1/n\). The odd reciprocals up to \(1/(2N-1)\) sum to \(H_{2N}-\tfrac12H_N\). The series in (b), cut at \(N\), becomes

\[
S_N(\tfrac12)=-2+2H_N-\sum_{n=1}^N\left[\frac2{2n-1}+\frac2{2n+1}\right]
=2H_N-4\left(H_{2N}-\tfrac12H_N\right)-\frac2{2N+1}.
\]

This equals \(-4(H_{2N}-H_N)-2/(2N+1)\), which tends to \(-4\ln2\). Thus

\[
W(d/2)=-\frac{q^2\ln2}{4\pi\varepsilon d}.
\]

This is the highest point of \(W\), since \(S'=\psi_1(x)-\psi_1(1-x)\) falls steadily with \(x\) and vanishes at \(x=\tfrac12\).

Adding two single-plate energies replaces \(S\) by \(-1/x-1/(1-x)\). At the midpoint this gives \(-4\) in place of \(-4\ln2\), an overbinding of 44% relative to the correct value. Near a plate the sum is too low by \(q^2/(16\pi\varepsilon d)\), because it omits the images of images that cancel the second plate's contribution.

## (e) How far does a bias lower the barrier for an electron?

**Solution.** Let an electron leave the first plate, and hold the second at a positive voltage \(V\). The grounded-plate solution and the linear potential of the bias superpose. With field strength \(E=V/d\), barrier \(\Phi\) before image forces, and \(C=e^2/(4\pi\varepsilon)\),

\[
U(a)=\Phi-eEa+W(a),\qquad W(a)=\frac{C}{4d}S(a/d).
\]

For one plate, \(W_1=-C/(4a)\). Setting \(U'=0\) gives \(C/(4a^2)=eE\), so the top, a maximum because \(W_1''<0\), lies at

\[
a_1=\sqrt{\frac{C}{4eE}}=\sqrt{\frac{e}{16\pi\varepsilon E}} .
\]

There \(C/(4a_1)=eEa_1\), so the two contributions to the lowering are equal:

\[
\Delta_1=2eEa_1=\sqrt{CeE}=\sqrt{\frac{e^3E}{4\pi\varepsilon}} .
\]

For two plates the top satisfies

\[
\frac{C}{4d^2}\left[\psi_1(x)-\psi_1(1-x)\right]=eE .
\]

The left side decreases steadily from \(+\infty\) to \(-\infty\) across the gap, so there is one root, in the first half when \(E>0\). If \(x_1=a_1/d\) is small, the second plate changes \(W\) near the top by \(-C\zeta(3)x^2/(2d)\). The one-plate profile is stationary at \(a_1\), so the shift of the top affects its height only in second order. The extra lowering is

\[
\Delta-\Delta_1\simeq\frac{C\zeta(3)x_1^2}{2d},\qquad x_1^2=\frac{C}{4eVd}.
\]

The condition \(x_1^2\ll1\) means \(eV\gg C/(4d)\). At zero bias it fails: the top is then at the midpoint, with lowering \(C\ln2/d\), whereas the one-plate formula gives zero.

## (f) Evaluate the result for a silicon film.

Take \(d=10\) nm, relative permittivity \(\varepsilon_r=11.7\), \(V=0.05\) V and 300 K. Let \(\Phi=0.65\) eV, a rough value for nickel silicide on n-type silicon.

**Solution.** Here \(C=0.12307\) eV nm and \(C/(4d)=3.077\) meV. At \(a=2\) nm,

\[
S(0.2)=2\gamma-5.28904-0.96501=-5.09962,
\]

so \(W=3.0768\times(-5.09962)=-15.69\) meV. Other positions give, in meV:

| \(a\) (nm) | two plates | nearest plate | sum of two single plates |
|---|---|---|---|
| 1 | −30.84 | −30.77 | −34.19 |
| 2 | −15.69 | −15.38 | −19.23 |
| 3 | −10.98 | −10.26 | −14.65 |
| 5 | −8.53 | −6.15 | −12.31 |

The nearest plate alone is the better approximation at each of these positions.

The bias gives \(eE=0.005\) eV/nm, or 0.05 MV/cm. For one plate,

\[
a_1=\sqrt{\frac{0.12307}{4\times0.005}}=2.48\ \text{nm},\qquad
\Delta_1=\sqrt{0.12307\times0.005}=0.0248\ \text{eV}.
\]

With both plates the top is at 2.39 nm. The lowering there is \(0.005\times2.389\) eV \(=11.94\) meV from the field plus 13.32 meV from the images, in all 25.3 meV (0.0253 eV). The second plate adds 0.46 meV, and the first-order formula also gives 0.46 meV to this precision. The barrier becomes 0.625 eV.

With \(k_BT=25.85\) meV, the lowering multiplies the classical thermionic current of electrons by \(\exp(25.27/25.85)=2.66\), relative to the barrier \(\Phi\). The second plate's share of this is a factor \(\exp(0.46/25.85)\), or about 2%.

The second plate matters more for the change with bias. At zero bias the barrier is already lowered by 8.5 meV at the midpoint, so raising the bias to 0.05 V lowers it by a further 16.7 meV. The one-plate formula would predict 24.8 meV.

## (g) Which neglected effects matter most here?

**Solution.** Real contacts screen over a finite length. In the Thomas–Fermi model, with a round electron density of \(5\times10^{22}\) cm\(^{-3}\), this length is \(\lambda=0.060\) nm. Matching the film potential to a decaying one in the metal replaces the reflection factor \(-1\) by

\[
r(k)=\frac{\varepsilon_rk\lambda-\sqrt{1+k^2\lambda^2}}{\varepsilon_rk\lambda+\sqrt{1+k^2\lambda^2}}\simeq-e^{-2k\varepsilon_r\lambda}\quad(\varepsilon_rk\lambda\ll1).
\]

For a distant charge each image plane therefore seems to recede into the metal by \(\varepsilon_r\lambda=0.71\) nm. At the barrier top found above, with position held fixed, the full \(r(k)\) changes the image energy from −13.3 to −10.4 meV. This 2.9 meV is about six times the second plate's contribution to the lowering. The density is only a round value: between \(10^{22}\) and \(10^{23}\) cm\(^{-3}\) the screened energy ranges from −9.7 to −10.7 meV, a change of 3.6 to 2.7 meV. The bias also drops partly inside the contacts: \(V=E(d+2\varepsilon_r\lambda)\), which reduces \(E\) by about 12% at fixed \(V\). The drop in the first contact, however, lowers the whole film relative to that contact's Fermi level, so the bias contributes \(eE(a+\varepsilon_r\lambda)\). At the same position this is 13.6 meV instead of 11.9 meV. It offsets about half of the loss in image energy, and the total lowering there falls from 25.3 to about 24 meV.

The screened image energy becomes positive within 0.21 nm of a contact. That is an atomic distance, where a continuum model cannot be trusted, so no complete screened barrier is quoted.

Tunnelling below the top and reflection above it were estimated together by a one-dimensional WKB calculation on the ideal-plate barrier. It gives 1.12 times the classical current for a mass of \(0.19\,m_0\) and 1.02 times for \(0.92\,m_0\), the transverse (light) and longitudinal (heavy) masses of the silicon conduction valleys. These figures include reflection only near the barrier top, and they should not be used as corrections. WKB needs a local wavenumber \(k\) that varies slowly, \(|d(1/k)/da|\ll1\). Close to a contact, for an electron with energy near the barrier top, this quantity is about \(\sqrt{\hbar^2/(2mCa)}\). It grows without limit towards the contact, so the condition fails there for both masses. The steep image wells therefore reflect electrons in a way WKB misses, and this can bring the current below the classical value. The quantum correction also depends on how the potential and the electron states join at the contacts, so it is not determined here. The thermal wavelength for the light mass is 9.9 nm, about the whole film thickness. The electron is then not a localized point charge, and the static image energy is itself only a rough guide.

Fully ionized donors of density \(N\), treated as a uniform charge, lower the electron energy by \(e^2Na(d-a)/(2\varepsilon)\), at most \(e^2Nd^2/(8\varepsilon)\). For \(10^{16}\) cm\(^{-3}\) this maximum is 0.19 meV; at \(10^{18}\) cm\(^{-3}\) it would be 19 meV, comparable with the image lowering. These are averages over the film area, because real donors are separate point charges. The mean number within a sideways distance \(d\) of a given point is \(\pi d^3N\), which is 0.03 at the lower density and 3 at the higher. At the lower density most places therefore feel almost no donor, while the few close to one feel much more than the average. At the higher density the lowering still varies strongly from place to place. The field is one sixth of 0.3 MV/cm, a rough breakdown field for thick silicon. In this film avalanche breakdown is excluded in any case: an electron gains at most 0.05 eV from the bias, far less than the gap of about 1.1 eV.

Only electrons have been counted. With a gap of 1.12 eV, the same contacts present holes with a barrier of about \(1.12-0.65=0.47\) eV, and at \(10^{16}\) cm\(^{-3}\) the donors raise it on average by at most 0.19 meV. The Boltzmann factor then favours holes by \(\exp(0.18/0.02585)\approx10^3\), so the current through such a film would be carried mainly by holes injected from the positive contact. Since \(W\) is proportional to \(q^2\), a hole sees the mirror image of the electron's profile. The lowering and the classical factors of part (f) therefore apply to it unchanged, but the masses used above do not.

The permittivity and barrier are representative of a silicide–silicon contact, but 0.05 V is a low bias for a working device. At 0.5 V and the same thickness, \(a_1\) would shrink to 0.78 nm, close to \(\varepsilon_r\lambda\). The second plate would then matter less, and the assumption of perfectly conducting contacts would be poor at the barrier top. The numerical output below gives the remaining values.

## Computed values

```
largest error, image sum vs digamma: 8.6e-12
largest error, mode integral vs digamma: 3.7e-13
2*zeta(3) = 2.4041
a/d where single plate is 1% off: 0.160
relative permittivity: 11.7
film thickness d: 10.0 nm
bias: 0.050 V
field: 0.050 MV/cm
temperature: 300 K, kT: 25.85 meV
barrier before lowering (rough): 0.65 eV
e^2/(4 pi eps): 0.12307 eV nm
e^2/(16 pi eps d): 3.0768 meV
psi(0.2) = -5.28904, psi(0.8) = -0.96501
bracket at x = 0.2: -5.09962
a (nm): W two plates, nearest plate only, naive sum (meV)
  0.5: -61.555, -61.537, -64.776
  1.0: -30.843, -30.768, -34.187
  2.0: -15.691, -15.384, -19.230
  3.0: -10.979, -10.256, -14.652
  5.0: -8.531, -6.154, -12.307
  8.0: -15.691, -15.384, -19.230
  9.5: -61.555, -61.537, -64.776
zero-bias lowering at midpoint: 8.531 meV
barrier top, one plate: 2.481 nm
barrier top, two plates: 2.389 nm
lowering, one plate: 24.807 meV
lowering, two plates: 25.268 meV
extra lowering from second plate: 0.462 meV
first-order estimate of extra: 0.455 meV
barrier after lowering: 0.6247 eV
thermionic factor exp(lowering/kT): 2.658
contact electron density: 5.0e+22 cm^-3
Thomas-Fermi length: 0.0604 nm
eps_r times that length: 0.707 nm
W at top, ideal plates: -13.324 meV
W at top, screened plates: -10.383 meV
screened W changes sign at: 0.212 nm
WKB/classical current, mass 0.19 m0: 1.117
WKB/classical current, mass 0.92 m0: 1.022
thermal wavelength, mass 0.19 m0: 9.87 nm
donor density: 1.0e+16 cm^-3
largest donor band bending: 0.193 meV
rough breakdown field: 0.3 MV/cm
field / breakdown field: 0.167
```
